\section*{Bridging probability of a two-row site-percolation strip, with a resist example}

Suppose the chance that undissolved resist bridges a space five cells wide has been estimated, and the space must now be judged at six cells, or at ten. The decision is which factor to apply for each added cell. If a single cell stays undissolved with probability $p$, the obvious choice is $p$ itself, since a straight row needs one more such cell. But a bridge may change rows on its way, and then $p$ is too small. How much too small, and whether it matters at the chosen dose, can be settled in closed form for the narrowest strip that allows a change of row.

Take two rows and $L$ columns of the square lattice. Each site is occupied with probability $p$, where $0<p<1$, independently of all others, and is empty with probability $q=1-p$. Occupied sites are joined when they share an edge; contact at a corner does not count. Let $P_L$ be the probability that an occupied path joins the first column to the last. The claim is that
\begin{equation}
\lim_{L\to\infty}\frac{P_{L+1}}{P_L}=\lambda,\qquad
\lambda=\frac{p+\sqrt{p^2+4p^3(1-p)}}{2}.
\label{claim}
\end{equation}
This is a statement about long strips. At finite $L$ the ratio differs from $\lambda$, and the derivation gives the difference too.

Sweep the strip from left to right. Call a site of column $n$ reached if an occupied path joins it to the first column without going beyond column $n$. A crossing of $L$ columns exists when column $L$ has a reached site, because no path can go beyond the last column.

The reached sites of column $n+1$ follow from those of column $n$ and the occupation of column $n+1$ alone. To see this, follow a path that ends in column $n+1$, and let $v$ be the first site of that column which it enters. It came to $v$ from the site beside it in column $n$, and up to then it had stayed within the first $n$ columns, so that site was reached. If the path does not end at $v$, it ends at the other site of column $n+1$. The two sites are direct neighbours, so the second is joined to $v$ by one vertical step, whatever detour the path took. Backward detours therefore add nothing in a strip of two rows.

Let $B_n$ be the probability that both sites of column $n$ are reached, and $S_n$ the probability that exactly one is. In the second case the other site must be empty, for if it were occupied its reached neighbour would make it reached as well. Now add a column, whose occupation is independent of everything to its left.

If both sites were reached, the new column has both sites occupied with probability $p^2$ and both are then reached. It has exactly one occupied with probability $2pq$, and that one is reached. If only one site was reached, the new site in the same row must be occupied. Its partner is then occupied or empty, which gives both reached with probability $p^2$ and one reached with probability $pq$. In all other cases the connection is lost. Hence
\begin{align}
B_{n+1}&=p^2(B_n+S_n),\label{B}\\
S_{n+1}&=2pq\,B_n+pq\,S_n.\label{S}
\end{align}
The factor 2 in the second line, absent from its last term, is the whole difference between starting from two reached sites and starting from one.

Since $P_n=B_n+S_n$, adding the two lines gives
\begin{align}
P_{n+1}&=p^2P_n+pq(B_n+S_n)+pq\,B_n\nonumber\\
&=p(p+q)P_n+pq\,B_n
=pP_n+pq\,B_n.\label{mid}
\end{align}
Equation (\ref{B}), taken one column earlier, says $B_n=p^2P_{n-1}$. Therefore
\begin{equation}
P_{n+1}=pP_n+p^3q\,P_{n-1}.
\label{rec}
\end{equation}
To start, imagine a solid edge in front of the first column, with both of its sites reached: $B_0=1$, $S_0=0$, $P_0=1$. Equation (\ref{mid}) then gives $P_1=p+pq=2p-p^2$, which is the probability that a column is not empty. As a check on the next value, (\ref{rec}) gives
\begin{equation}
P_2=p(2p-p^2)+p^3(1-p)=2p^2-p^4.
\end{equation}
This is the probability that at least one of two straight rows of two sites is full, as it should be: in two columns a path that changes rows always contains a full straight row.

A solution $P_n\propto x^n$ of (\ref{rec}) requires $x^2-px-p^3q=0$. With
\begin{equation}
s=\sqrt{1+4pq},
\end{equation}
the roots are
\begin{equation}
\lambda_\pm=\frac{p\pm\sqrt{p^2+4p^3q}}{2}=\frac{p(1\pm s)}{2}.
\label{roots}
\end{equation}
Because $s>1$, the root $\lambda_-$ is negative and smaller in size than $\lambda_+$. Write $P_L=A_+\lambda_+^L+A_-\lambda_-^L$. The value $P_0=1$ requires $A_++A_-=1$. The value $P_1=p(2-p)$ requires
\begin{equation}
\frac p2\left[(A_++A_-)+s(A_+-A_-)\right]=p(2-p),
\end{equation}
so that $s(A_+-A_-)=2(2-p)-1=3-2p$. Half the sum and half the difference of these two conditions give
\begin{equation}
A_\pm=\frac{s\pm(3-2p)}{2s}.
\label{amp}
\end{equation}
The signs follow from
\begin{align}
(3-2p)^2-s^2&=9-12p+4p^2-1-4p+4p^2\nonumber\\
&=8(1-p)^2=8q^2>0.
\end{align}
Thus $3-2p>s$, so $A_+>0$ and $A_-<0$. The amplitude of the larger root does not vanish, and that root governs the decay, which proves (\ref{claim}) with $\lambda=\lambda_+$.

The approach to the limit can be read from the same solution. Put $r=\lambda_-/\lambda_+$ and $\rho=A_-/A_+$, both negative. Then
\begin{equation}
\frac{P_{L+1}}{P_L}-\lambda
=\lambda\,\frac{\rho\,r^L(r-1)}{1+\rho\,r^L}.
\label{error}
\end{equation}
The product $\rho(r-1)$ is positive, so the ratio lies below $\lambda$ for odd $L$ and above it for even $L$. Moreover
\begin{equation}
|r|=\frac{s-1}{s+1}\le\frac{\sqrt2-1}{\sqrt2+1}\approx0.172,
\end{equation}
because this fraction grows with $s$, and $pq\le1/4$ limits $s$ to $\sqrt2$. For long strips each added column thus reduces the error at least about sixfold.

At $p=1/2$, where convergence is slowest, $\lambda=0.603553$. Counting all occupations of the strip gives the ratios $P_2/P_1=0.5833$, $P_3/P_2=0.6071$, $P_4/P_3=0.6029$ and $P_5/P_4=0.6037$. They alternate about $\lambda$ as (\ref{error}) requires. The same kind of count, with backward paths allowed, agreed with (\ref{rec}) for every length up to ten columns.

The meaning of $\lambda$ is clearest when it is divided by $p$:
\begin{equation}
\frac{\lambda}{p}=\frac{1+\sqrt{1+4p(1-p)}}{2}.
\label{gain}
\end{equation}
Two rows without vertical contacts would be crossed with probability $1-(1-p^L)^2$, whose factor per column also tends to $p$. The excess of (\ref{gain}) over one is therefore due to changes of row. It is largest at $p=1/2$, where $\lambda/p=1.207$, and vanishes at both ends: for small $p$ the extra site needed to change rows is seldom occupied, and near $p=1$ a change is seldom needed.

For small $p$, expansion of the root gives $s=1+2p+O(p^2)$, so
\begin{equation}
\lambda=p+p^2+O(p^3),\qquad A_+=2-4p+O(p^2).
\end{equation}
For fixed $L\ge2$ and $Lp\ll1$ the second root does not contribute at this order, and
\begin{equation}
P_L= 2p^L\left[1+(L-2)p+O(p^2)\right].
\label{sparse}
\end{equation}
Direct counting explains both terms. There are two straight rows of $L$ sites. A path with one change of row occupies $L+1$ sites. The change may lie in any column but the first and last, where the path would contain a full straight row, and the path may start in either row. That makes $2(L-2)$ paths.

In the opposite limit let $q$ be small and set $\lambda=1-\delta$. The characteristic equation becomes
\begin{align}
0&=(1-\delta)^2-(1-q)(1-\delta)-q(1-q)^3\nonumber\\
&=-\delta-q\delta+\delta^2+3q^2+O(q^3).
\end{align}
The terms linear in $q$ have cancelled, so $\delta$ is of order $q^2$ and $1-\lambda=3q^2+O(q^3)$. One empty site cannot cut the strip. Two can, if they lie in the same column or on either diagonal between adjacent columns, which makes three cuts per column. For every $p<1$ the strip still fails at great length: the polynomial $x^2-px-p^3q$ equals $q(1-p^3)>0$ at $x=1$, which lies to the right of its minimum at $p/2$, so its larger root is below one.

Now let the sites be cubic cells of a positive-tone resist, with edge $a$. The exposed space between two lines should dissolve; an occupied site is a cell that stays insoluble, and the lines are the solid edges. For long strips $P_L\propto e^{-La/\xi}$, with the decay length
\begin{equation}
\xi=-\frac{a}{\ln\lambda}.
\end{equation}

Consider exposure at 13.5 nm wavelength, a photon energy of 91.84 eV. The film is $h=28$ nm thick, the pitch is 40 nm and the space is 20 nm. The absorption coefficient is $\alpha=5\ \mu\mathrm m^{-1}=0.005\ \mathrm{nm}^{-1}$. With $a=4$ nm the space has $L=5$ columns. The strip consists of two neighbouring rows of cells in the bottom layer, which receives the least light. As a model threshold, a cell stays insoluble if it absorbs fewer than four photons.

A dose of 60 mJ/cm$^2$, taken as uniform across the space, supplies $\Phi=40.8$ photons per nm$^2$. The mean number absorbed in a bottom cell is
\begin{align}
m&=\Phi a^2e^{-\alpha(h-a)}\left(1-e^{-\alpha a}\right)\nonumber\\
&=40.8\times16\times0.887\times0.0198\approx11.46.
\end{align}
With Poisson statistics,
\begin{equation}
p=e^{-m}\left(1+m+\frac{m^2}{2}+\frac{m^3}{6}\right)=3.47\times10^{-3}.
\end{equation}
Equations (\ref{roots}) and (\ref{amp}) give $\lambda=3.486\times10^{-3}$ and $A_+=1.986$. The second root is negligible here, so
\begin{equation}
P_5\approx1.986\,(3.486\times10^{-3})^5=1.02\times10^{-12}.
\end{equation}
Each strip takes up one pitch by two cells, or $40\times8=320$ nm$^2$ of a densely patterned area. There are $10^{14}/320=3.125\times10^{11}$ strips per cm$^2$, and the model predicts 0.32 bridged strips per cm$^2$.

At this dose $\lambda/p=1.003$, and the straight-row estimate $2p^5$ is low by about 1\%, as (\ref{sparse}) predicts with $(L-2)p=0.010$. The obvious factor $p$ is then good enough. At 30 mJ/cm$^2$, with all else fixed, $p=0.177$ and $\lambda=0.200$, a gain of 1.13 per column. There $P_5=4.96\times10^{-4}$, against $2p^5=3.48\times10^{-4}$, so changes of row raise the bridging probability of an isolated two-row strip by a factor of 1.42. In a layer with more connected rows the effect is larger, because an inner row can be left on either side. Changes of row matter in the underexposed regime, where the model already gives $1.5\times10^8$ bridges per cm$^2$. At 45 mJ/cm$^2$ it gives $1.2\times10^4$.

The decay length falls from 2.5 nm at 30 mJ/cm$^2$ to 0.71 nm at 60 mJ/cm$^2$. Both values are shorter than one cell, so $\xi$ only expresses how fast the bridging probability falls with width; it is not the size of any object. At 60 mJ/cm$^2$, removing one column, with $p$ and the number of strips held fixed, multiplies the bridging probability by 287, which is $1/\lambda$.

The wavelength, film, pitch, absorption and dose are rough values of the kind used for dense EUV patterns in organic resists. The cell size and the four-photon threshold are model choices. Real resists break several of the assumptions, and the changes below, each made alone at 60 mJ/cm$^2$, show how far the number can move.

The dose in a real space is not uniform. If $p_n$ belongs to column $n$ and $q_n=1-p_n$, the argument that led to (\ref{rec}) gives
\begin{equation}
P_{n+1}=p_{n+1}P_n+p_{n+1}q_{n+1}p_n^2P_{n-1},
\end{equation}
and no single $\lambda$ exists. For a sinusoidal image of contrast 0.8, with the dose at the centre unchanged, the outer columns receive 0.693 of the central dose. Their $p$ rises to 0.044, a factor of 12.7 each. Together the two outer columns contribute about 160, and the remaining factor of about 4 comes mainly from the columns next to them. The total is 704, or about 225 bridges per cm$^2$. These values take the dose at the centre of each cell; averaging the image over each cell moves the total to about 860 with the peak dose fixed, or about 665 with the dose of the central cell fixed.

Chemical noise is of similar weight. Let each photon release a Poisson number of acids with mean 3, and let a cell stay insoluble below 12 acids. Then $p=0.0124$, and bridging rises by a factor of 600. Neighbouring cells are not independent either, since electrons and acids spread. If 15\% of a cell's mean count is shared with each neighbour along a straight row, with $p$ for a single cell unchanged, the probability of a full row rises by a factor of 43.

The rule for contact matters as well. If corners also join cells, any occupied site in one column touches any occupied site in the next, and the strip is crossed when no column is empty:
\begin{equation}
P_L^{\rm corner}=(2p-p^2)^L.
\end{equation}
For small $p$ this exceeds $2p^L$ by a factor close to $2^{L-1}$, which is 16 for five columns. Relative to the full $P_5$ with edge contacts only, the computed factor is 15.7. For comparison, a uniform dose loss of 5\%, again with edge contacts only, raises bridging by a factor of 8.8.

With edge contacts only, additional rows matter far less at this small $p$. (With corner contacts they do matter: four connected rows are then bridged 2.8 times as often as two separate corner-joined strips, and a wide layer about 79 times as often per strip as the edge-only $P_5$.) Four connected rows are bridged 1.005 times as often as two separate strips would suggest, and a section of two rows by two layers, with the same $p$ assumed in both layers, 1.010 times. The counting behind (\ref{sparse}) explains both. Each additional pair of touching rows adds $2(L-2)p^{L+1}=6p^6$ to a total near $4p^5$, a relative gain of $1.5p=0.005$. Four rows side by side have one such pair more than two separate strips, and the two-by-two section has two. Counting all seven layers of the film as separate strips gives a factor of 1.68, not 7, because the upper layers absorb more light.

The largest change goes the other way. With cells of 5 nm and the same required photon density, rounded up to eight photons, $p$ drops to $1.45\times10^{-4}$. The space now has only four columns, but the lower $p$ outweighs this, and the predicted density falls to $2.2\times10^{-4}$ per cm$^2$, about 1400 times lower. The size of this factor depends strongly on the rounding of 7.8 photons: a threshold of seven gives about $2\times10^5$, and one of nine only 18. The cell edge is thus not a harmless numerical grid. It stands for the distance over which the resist averages its photon noise, and it has to be fixed by independent knowledge of the material before an absolute defect density means anything.

For the decision at the start, $\lambda$ is the right factor per added cell for a strip of two rows, when cells join only along edges and are independent, $p$ is the same in every column and the strip is more than a few columns long. If corners also join cells, the factor for two rows is $2p-p^2$, nearly twice as large at small $p$, and in a layer of many rows it is close to $3p$; what follows is for edge contacts only. A real space has many connected rows. Within a single layer most rows have two neighbours instead of one, and for small $p$ the factor is close to $p(1+2p)$ rather than $p(1+p)$, as long as bridges remain rare. In the underexposed regime $\lambda$ is therefore too small for a whole layer. Contacts between layers raise the factor above that of the same layers taken separately, but the upper layers absorb more light and have a smaller $p$, which lowers it. At 60 mJ/cm$^2$ the lowering is the stronger effect for the step from five to six cells. In this example at 60 mJ/cm$^2$ the difference between $\lambda$ and $p$ is far smaller than the uncertainty in $p$, so effort is better spent on the image, the chemical noise and the averaging length. The computed values are collected in the numerical output.

\section*{Values computed for the example and the checks}
\begin{verbatim}
STRIP LAW AT p = 0.5
lambda = 0.60355339
second root = -0.10355339
A_plus = 1.207107, A_minus = -0.207107
enumerated P_2/P_1 = 0.58333333
enumerated P_3/P_2 = 0.60714286
enumerated P_4/P_3 = 0.60294118
enumerated P_5/P_4 = 0.60365854
enumerated P_10/P_9 = 0.60355337
largest lambda/p = 1.207107 at p = 0.50
largest |second root/lambda| = 0.171573
(lambda/p-1)/p at p=0.001: 0.9980
(1-lambda)/q^2 at q=0.001: 2.9940
EXAMPLE: EUV RESIST, BOTTOM LAYER
wavelength 13.5 nm, photon energy 91.84 eV
film 28 nm, space 20 nm, pitch 40 nm
absorption 5.0 per um, cell edge 4 nm
photons needed per cell 4, columns 5
two-row strips per cm2 = 3.1250e+11
dose 30 mJ/cm2: mean absorbed photons 5.729
  p = 1.77076e-01, lambda = 1.99930e-01
  lambda/p = 1.12906, A_plus = 1.55150
  decay length = 2.4848 nm
  P_5 = 4.9561e-04, bridges per cm2 = 1.5488e+08
dose 45 mJ/cm2: mean absorbed photons 8.593
  p = 2.82203e-02, lambda = 2.89741e-02
  lambda/p = 1.02671, A_plus = 1.89714
  decay length = 1.1295 nm
  P_5 = 3.8739e-08, bridges per cm2 = 1.2106e+04
dose 60 mJ/cm2: mean absorbed photons 11.458
  p = 3.47389e-03, lambda = 3.48588e-03
  lambda/p = 1.00345, A_plus = 1.98627
  decay length = 0.7068 nm
  P_5 = 1.0224e-12, bridges per cm2 = 3.1948e-01
one column less at 60 mJ/cm2: P times 286.9
NEGLECTED EFFECTS AT 60 mJ/cm2 (factor on bridging)
image contrast 0.8: edge-column dose 0.6929 of centre
  edge-column p = 4.4155e-02, factor 703.7
  bridges per cm2 with image = 2.2481e+02
acid yield 3 per photon: p = 1.2424e-02, factor 600.3
shared events 0.15 per neighbour: factor 43.07 (straight row)
corner contacts: factor 15.698
four rows against two separate strips: factor 1.00521
2x2 section against two separate strips: factor 1.01042
all 7 layers against bottom layer: factor 1.681
dose 5% lower: factor 8.793
cell 5 nm, 8 photons needed: p = 1.4530e-04
  bridges per cm2 = 2.2294e-04, factor 0.0007
\end{verbatim}
